# Why drain bias shortens the tunnelling path as well as lowering it: a numerical check

```python
# Result under test: for a parabolic channel barrier tilted by the drain,
#   U(x) = 4 U0 (x/L)(1 - x/L) - D x/L,
# the tunnelling exponent 2S at fixed energy E scales as r = h/h0, where h is
# the height of the top above E (h0: no tilt). Lowering at fixed path gives
# only sqrt(r); the shorter forbidden path w = w0 sqrt(r) gives the rest.
# Symbols: U0 zero-bias height, L base length, D tilt energy across L,
# V drain voltage, eta = D/(qV), C = 2m/hbar^2. Energies in eV, lengths in nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

U0, L, MASS, V, ETA, E = 0.30, 5.0, 0.19, 0.50, 0.20, 0.05
GAP, HEAVY, TEMP, FERMI = 1.12, 0.92, 300.0, 0.05
D = ETA * V
C = 2 * MASS * const.m_e * const.e / const.hbar**2 * 1e-18
KT = const.k * TEMP / const.e
HW = np.sqrt(16 * U0 / (C * L**2))


def coefficients(tilt):
    return (0.0, (4 * U0 - tilt) / L, -4 * U0 / L**2)


def value(c, x):
    return c[0] + c[1] * x + c[2] * x * x


def numerical_top(c):
    found = minimize_scalar(lambda x: -value(c, x), bounds=(-L, 2 * L),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, -found.fun


def turning_points(c, energy):
    x_top, _ = numerical_top(c)

    def excess(x):
        return value(c, x) - energy
    return (brentq(excess, x_top - 2 * L, x_top, xtol=1e-13),
            brentq(excess, x_top, x_top + 2 * L, xtol=1e-13))


def path_grid(a, b, n=600):
    # the sine substitution removes the square-root ends of the integrand
    theta = (np.arange(n) + 0.5) * np.pi / n - np.pi / 2
    x = (a + b) / 2 + (b - a) / 2 * np.sin(theta)
    return x, (b - a) / 2 * np.cos(theta) * np.pi / n


def exponent(c, energy, gap=None):
    x, dx = path_grid(*turning_points(c, energy))
    depth = np.maximum(value(c, x) - energy, 0)
    if gap is not None:
        depth = depth * (1 - depth / gap)
    return 2 * np.sum(np.sqrt(C * depth) * dx)


def arch(a, b, height, energy):
    # parabola through energy at a and b, rising by height between them
    q = 4 * height / (b - a)**2
    return (energy - q * a * b, q * (a + b), -q)


def top_formula(tilt):
    return U0 * (1 - tilt / (4 * U0))**2


def parabola_T(two_s):
    return 1 / (1 + np.exp(two_s))


def schrodinger_T(c, energy, left, right, unbounded=False):
    # outgoing wave at right, integrated back and split into waves at left;
    # unbounded=True uses slowly varying waves of the continuing parabola
    def wave(x):
        k = np.sqrt(C * (energy - value(c, x)))
        slope = -C * (c[1] + 2 * c[2] * x) / (2 * k) if unbounded else 0.0
        return k, slope
    kr, sr = wave(right)
    kl, sl = wave(left)
    psi = 1 / np.sqrt(kr) + 0j
    start = [psi, (1j * kr - sr / (2 * kr)) * psi]
    sol = solve_ivp(lambda x, y: [y[1], C * (value(c, x) - energy) * y[0]],
                    (right, left), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    f, g = sol.y[:, -1]
    incoming = 0.5 * np.sqrt(kl) * (f + (g + sl * f / (2 * kl)) / (1j * kl))
    return 1 / abs(incoming)**2


def unbounded_T(c, energy):
    centre = -c[1] / (2 * c[2])
    reach = 12 * (C * abs(c[2]))**-0.25
    return schrodinger_T(c, energy, centre - reach, centre + reach, True)


def drain_end(tilt, volts):
    c = coefficients(tilt)
    return brentq(lambda x: value(c, x) + volts, L * 0.6, 3 * L, xtol=1e-13)


# Scan of tilts and energies: geometry, exponents and their decomposition.
for energy in (0.02, 0.05, 0.12):
    c0 = coefficients(0.0)
    a0, b0 = turning_points(c0, energy)
    s0 = exponent(c0, energy)
    for tilt in (0.03, 0.10, 0.30):
        c = coefficients(tilt)
        x_top, u_top = numerical_top(c)
        a, b = turning_points(c, energy)
        h = top_formula(tilt) - energy
        r = h / (U0 - energy)
        s = exponent(c, energy)
        assert abs(u_top - top_formula(tilt)) < 1e-10
        assert abs(x_top - L / 2 * (1 - tilt / (4 * U0))) < 1e-5
        assert abs((b - a) - L * np.sqrt(h / U0)) < 1e-8
        assert a > a0 and b < b0 and (b0 - b) > (a - a0)
        assert abs(s - 2 * np.pi * h / HW) < 1e-7
        s_height = exponent(arch(a0, b0, h, energy), energy)
        s_path = exponent(arch(a, b, U0 - energy, energy), energy)
        assert abs(s_height - s0 * np.sqrt(r)) < 1e-7
        assert abs(s_path - s_height) < 1e-7
        assert abs((s0 - s) / (s0 - s_height) - 1 - np.sqrt(r)) < 1e-5
        # rigid lowering of the untilted parabola gives the same exponent
        rigid = (u_top - U0, c0[1], c0[2])
        assert abs(exponent(rigid, energy) - s) < 1e-7

# The barrier disappears at the stated limiting tilt.
limit = 4 * U0 * (1 - np.sqrt(E / U0))
assert numerical_top(coefficients(limit - 1e-3))[1] > E
assert numerical_top(coefficients(limit + 1e-3))[1] < E

# Sensitivity to tilt: finite difference, weighted path integral, formula.
step = 1e-3
slope_fd = (exponent(coefficients(D + step), E)
            - exponent(coefficients(D - step), E)) / (2 * step)
ct, c0 = coefficients(D), coefficients(0.0)
a, b = turning_points(ct, E)
a0, b0 = turning_points(c0, E)
x, dx = path_grid(a, b)
slope_path = -C * np.sum(x / L / np.sqrt(C * (value(ct, x) - E)) * dx)
x_top = L / 2 * (1 - D / (4 * U0))
slope_formula = -2 * np.pi / HW * x_top / L
assert abs(slope_fd / slope_path - 1) < 1e-5
assert abs(slope_path / slope_formula - 1) < 1e-5

# Worked example and Schrodinger test of the unbounded-parabola transmission.
u_top = top_formula(D)
h0, h = U0 - E, u_top - E
r = h / h0
s0, s = 2 * np.pi * h0 / HW, 2 * np.pi * h / HW
s_low = s0 * np.sqrt(r)
low = arch(a0, b0, h, E)
for c, two_s in ((c0, s0), (ct, s), (low, s_low)):
    assert abs(unbounded_T(c, E) / parabola_T(two_s) - 1) < 2e-3
T0, T1, T_low = parabola_T(s0), parabola_T(s), parabola_T(s_low)
gain, gain_low = T1 / T0, T_low / T0

# Finite barrier between flat source and drain band edges.
end0, end1 = drain_end(0.0, V), drain_end(D, V)
F0 = schrodinger_T(c0, E, 0.0, end0)
F1 = schrodinger_T(ct, E, 0.0, end1)
F_zero = schrodinger_T(c0, E, 0.0, L)
assert abs(np.log(F1 / F0 / gain)) < 0.3
assert F1 / F0 > gain_low


# Ballistic current of one spin-degenerate mode, split at the barrier top.
def current(tilt, finite):
    c, top = coefficients(tilt), top_formula(tilt)
    end = drain_end(tilt, V)
    nodes, weights = np.polynomial.legendre.leggauss(24)
    parts = []
    for lo, hi in ((0.0, top), (top, top + 0.4)):
        total = 0.0
        for t, wt in zip(nodes, weights):
            en = (lo + hi) / 2 + (hi - lo) / 2 * t
            if finite:
                tr = schrodinger_T(c, en, 0.0, end)
            else:
                tr = parabola_T(2 * np.pi * (top - en) / HW)
            fs = 1 / (1 + np.exp((en - FERMI) / KT))
            fd = 1 / (1 + np.exp((en - FERMI + V) / KT))
            total += wt * (hi - lo) / 2 * tr * (fs - fd)
        parts.append(total * 2 * const.e**2 / const.h * 1e9)
    return np.array(parts)


I0, I1 = current(0.0, True), current(D, True)
J0, J1 = current(0.0, False), current(D, False)
current_gain = I1.sum() / I0.sum()
assert abs(np.log(current_gain / (J1.sum() / J0.sum()))) < 0.3

# Two-band decay in the gap, heavy valleys, and high-field margins.
g0, g1 = exponent(c0, E, GAP), exponent(ct, E, GAP)
g_low = exponent(low, E, GAP)
assert g1 < g_low < g0
heavy_T = parabola_T(s * np.sqrt(HEAVY / MASS))
btbt_margin = GAP - U0 - V
peak_field = abs(ct[1] + 2 * ct[2] * end1) * 10
assert btbt_margin > 0 and E + V < GAP

print(f"base length L = {L:.1f} nm; height U0 = {U0:.2f} eV")
print(f"mass = {MASS:.2f} m_e; energy E = {E:.2f} eV")
print(f"drain V = {V:.2f} V; eta = {ETA:.2f}; tilt D = {D:.3f} eV")
print(f"temperature = {TEMP:.0f} K; source Fermi energy = {FERMI:.2f} eV")
print(f"hbar omega = {HW:.4f} eV")
print(f"limiting tilt for a barrier at E = {limit:.3f} eV")
print(f"top with tilt = {u_top:.4f} eV at x = {x_top:.3f} nm")
print(f"top lowering = {1e3*(U0-u_top):.1f} meV")
print(f"top lowering per drain volt = {1e3*(U0-u_top)/V:.1f} meV/V")
print(f"height above E: {h0:.4f} -> {h:.4f} eV; r = {r:.4f}")
print(f"sqrt(r) = {np.sqrt(r):.4f}")
print(f"turning points, no tilt = {a0:.3f}, {b0:.3f} nm")
print(f"turning points, tilt = {a:.3f}, {b:.3f} nm")
print(f"forbidden path: {b0-a0:.3f} -> {b-a:.3f} nm")
print(f"peak decay constant: {np.sqrt(C*h0):.4f} -> {np.sqrt(C*h):.4f} 1/nm")
print(f"exponent 2S, no tilt = {s0:.3f}")
print(f"exponent 2S, lower top at fixed path = {s_low:.3f}")
print(f"exponent 2S, full tilt = {s:.3f}")
print(f"exponent drop: fixed path {s0-s_low:.3f}; full {s0-s:.3f}")
print(f"ratio of drops = {(s0-s)/(s0-s_low):.3f}")
print(f"overlap of the separate drops = {s0*(1-np.sqrt(r))**2:.3f}")
print(f"d(2S)/dD at this tilt = {slope_path:.2f} 1/eV")
print(f"T, no tilt = {T0:.3e}")
print(f"T, fixed path = {T_low:.3e}; full tilt = {T1:.3e}")
print(f"gain in T: fixed path {gain_low:.3f}; full {gain:.3f}")
print(f"extra gain factor from shorter path = {gain/gain_low:.3f}")
print("-- finite barrier, Schrodinger equation --")
print(f"barrier meets drain edge at: {end0:.3f} (no tilt), {end1:.3f} nm")
print(f"T at V = {V:.1f} V: no tilt {F0:.3e}; tilt {F1:.3e}")
print(f"gain from tilt at fixed V = {F1/F0:.3f}")
print(f"T at V = 0 = {F_zero:.3e}; gain from V = 0: {F1/F_zero:.3f}")
print(f"current per mode: no tilt {I0.sum():.3f}; tilt {I1.sum():.3f} nA")
print(f"current gain from tilt = {current_gain:.3f}")
print(f"share below top: no tilt {100*I0[0]/I0.sum():.1f} %")
print(f"share below top: tilt {100*I1[0]/I1.sum():.1f} %")
print("-- other neglected effects --")
print(f"two-band gap used = {GAP:.2f} eV")
print(f"two-band 2S: no tilt {g0:.3f}; fixed path {g_low:.3f}")
print(f"two-band 2S: full tilt {g1:.3f}")
print(f"two-band exp(drop): fixed path {np.exp(g0-g_low):.3f}")
print(f"two-band exp(drop): full tilt {np.exp(g0-g1):.3f}")
print(f"heavy valley mass = {HEAVY:.2f} m_e; T with tilt = {heavy_T:.2e}")
print(f"band-to-band margin, untilted top = {btbt_margin:.3f} eV")
print(f"peak field at drain end = {peak_field:.2f} MV/cm")
print(f"largest kinetic energy at drain for E = {E+V:.2f} eV")
print("done: every assertion held")
```

Running it gives:

```
base length L = 5.0 nm; height U0 = 0.30 eV
mass = 0.19 m_e; energy E = 0.05 eV
drain V = 0.50 V; eta = 0.20; tilt D = 0.100 eV
temperature = 300 K; source Fermi energy = 0.05 eV
hbar omega = 0.1962 eV
limiting tilt for a barrier at E = 0.710 eV
top with tilt = 0.2521 eV at x = 2.292 nm
top lowering = 47.9 meV
top lowering per drain volt = 95.8 meV/V
height above E: 0.2500 -> 0.2021 eV; r = 0.8083
sqrt(r) = 0.8991
turning points, no tilt = 0.218, 4.782 nm
turning points, tilt = 0.240, 4.344 nm
forbidden path: 4.564 -> 4.104 nm
peak decay constant: 1.1166 -> 1.0039 1/nm
exponent 2S, no tilt = 8.005
exponent 2S, lower top at fixed path = 7.197
exponent 2S, full tilt = 6.471
exponent drop: fixed path 0.808; full 1.534
ratio of drops = 1.899
overlap of the separate drops = 0.082
d(2S)/dD at this tilt = -14.68 1/eV
T, no tilt = 3.335e-04
T, fixed path = 7.479e-04; full tilt = 1.545e-03
gain in T: fixed path 2.242; full 4.633
extra gain factor from shorter path = 2.066
-- finite barrier, Schrodinger equation --
barrier meets drain edge at: 6.582 (no tilt), 6.250 nm
T at V = 0.5 V: no tilt 4.988e-04; tilt 2.378e-03
gain from tilt at fixed V = 4.768
T at V = 0 = 8.967e-04; gain from V = 0: 2.652
current per mode: no tilt 4.114; tilt 17.625 nA
current gain from tilt = 4.284
share below top: no tilt 98.1 %
share below top: tilt 97.2 %
-- other neglected effects --
two-band gap used = 1.12 eV
two-band 2S: no tilt 7.301; fixed path 6.691
two-band 2S: full tilt 6.015
two-band exp(drop): fixed path 1.841
two-band exp(drop): full tilt 3.616
heavy valley mass = 0.92 m_e; T with tilt = 6.54e-07
band-to-band margin, untilted top = 0.320 eV
peak field at drain end = 3.80 MV/cm
largest kinetic energy at drain for E = 0.55 eV
done: every assertion held
```
